# Ranking CASSCF, CASPT2 and NEVPT2 for the methylene singlet–triplet gap: verification in Python

```python
"""Methylene singlet-triplet gap: CASSCF, CASPT2 (IPEA 0 and 0.25), NEVPT2.

Result under test: the second-order energies follow from active-space states
with one or two electrons removed, and the gaps are ranked by their distance
from full CI with the same frozen carbon core.
h, eri: core-dressed one-electron and (pq|rs) two-electron integrals.
fock: generalized Fock matrix; density: spin-summed active density matrix.
ipea: shift in hartree. Active orbitals come first, virtual orbitals after.
threshold: smallest retained eigenvalue of the unit-diagonal overlap matrix.
CASPT2 keeps the active-virtual Fock coupling. NEVPT2 is strongly contracted.
Energies are in hartree unless a printed label says otherwise.
"""
import io
import re
import numpy as np
from scipy import constants, sparse
from scipy.linalg import block_diag, eigh
from pyscf import ao2mo, gto, mcscf, mrpt, scf, symm

THRESHOLD = 1e-8
THRESHOLD_SCAN = [1e-6, THRESHOLD, 1e-10]


def annihilators(norb):
    """Fermion annihilation matrices, indexed by spin and orbital."""
    modes = 2 * norb
    lower = sparse.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
    parity = np.ones(1)
    result = []
    for j in range(modes):
        left = sparse.kron(sparse.diags(parity), lower)
        right = sparse.identity(2 ** (modes - j - 1))
        result.append(sparse.kron(left, right).tocsr())
        parity = np.kron(parity, [1.0, -1.0])
    return [result[:norb], result[norb:]]


def excitations(ann):
    n = len(ann[0])
    return [[(ann[0][p].T @ ann[0][q] + ann[1][p].T @ ann[1][q]).tocsr()
             for q in range(n)] for p in range(n)]


def hamiltonian(h, eri, exc):
    n = len(h)
    one = h - 0.5 * np.einsum('prrq->pq', eri)
    dim = exc[0][0].shape[0]
    total = sparse.csr_matrix((dim, dim))
    for p in range(n):
        for q in range(n):
            inner = one[p, q] * sparse.identity(dim, format='csr')
            for r in range(n):
                for s in range(n):
                    if abs(eri[p, q, r, s]) > 1e-14:
                        inner = inner + 0.5 * eri[p, q, r, s] * exc[r][s]
            total = total + exc[p][q] @ inner
    return total.tocsr()


def occupations(ann):
    return np.array([[(x.T @ x).diagonal() for x in spin] for spin in ann])


def reference_state(ham, occ, nelec, target=None, n_act=None):
    select = ((occ[0].sum(axis=0) == nelec[0]) &
              (occ[1].sum(axis=0) == nelec[1]))
    if n_act is not None:
        select &= occ[:, n_act:].sum(axis=(0, 1)) == 0
    index = np.flatnonzero(select)
    energy, vectors = eigh(ham[index][:, index].toarray())
    root = 0 if target is None else np.argmin(abs(energy - target))
    psi = np.zeros(ham.shape[0])
    psi[index] = vectors[:, root]
    return energy[root], psi


def density_matrix(psi, exc):
    n = len(exc)
    return np.array([[psi @ (exc[p][q] @ psi) for q in range(n)]
                     for p in range(n)])


def pseudocanonical(h, eri, density):
    n = len(density)
    fock = (h + np.einsum('pqtu,tu->pq', eri[:, :, :n, :n], density)
            - 0.5 * np.einsum('putq,tu->pq', eri[:, :n, :n, :], density))
    rotation = block_diag(eigh(fock[:n, :n])[1], eigh(fock[n:, n:])[1])
    h_new = rotation.T @ h @ rotation
    f_new = rotation.T @ fock @ rotation
    eri_new = np.einsum('pqrs,pi,qj,rk,sl->ijkl', eri, rotation, rotation,
                        rotation, rotation, optimize=True)
    return h_new, eri_new, f_new


def prepare(h, eri, fock, n, nelec, ann, exc, target=None):
    """Active states left after removal of one or two electrons."""
    occ = occupations(ann)
    ham = hamiltonian(h[:n, :n], eri[:n, :n, :n, :n], exc)
    energy, psi = reference_state(ham, occ, nelec, target)
    density = density_matrix(psi, exc)
    excited = np.column_stack([exc[u][v] @ psi
                               for u in range(n) for v in range(n)])
    single = np.vstack([np.hstack([ann[s][t] @ excited for t in range(n)])
                        for s in range(2)])
    removed = np.vstack([np.column_stack([ann[s][t] @ psi for t in range(n)])
                         for s in range(2)])
    pair = np.vstack([np.column_stack([
        ann[r][u] @ (ann[s][t] @ psi) for t in range(n) for u in range(n)])
        for s in range(2) for r in range(2)])
    nv = len(h) - n
    one = h[n:, :n] - np.einsum('auut->at', eri[n:, :n, :n, :n])
    eta = removed @ one.T + single @ eri[n:, :n, :n, :n].reshape(nv, -1).T
    coulomb = eri[n:, :n, n:, :n].transpose(1, 3, 0, 2).reshape(n*n, nv*nv)
    zeta = pair @ coulomb
    det_fock = np.einsum('t,std->d', np.diag(fock)[:n], occ)
    return dict(n=n, ann=ann, ham=ham, energy=energy, density=density,
                single=single, pair=pair, eta=eta, zeta=zeta, fock=fock,
                det_fock=det_fock, dim=len(psi))


def contracted_basis(vectors, det_fock, shift, threshold):
    """Orthonormal functions that diagonalize the active part of H0."""
    norm = np.sqrt(np.sum(vectors**2, axis=0))
    keep = norm > 1e-10
    rows = np.flatnonzero(np.any(vectors != 0, axis=1))
    compact = vectors[rows][:, keep] / norm[keep]
    left, singular, right = np.linalg.svd(compact, full_matrices=False)
    good = singular**2 > threshold
    orthonormal = left[:, good]
    x = right[good].T / singular[good]
    zero = (orthonormal.T @ (det_fock[rows, None] * orthonormal)
            + x.T @ (shift[keep, None] * x))
    levels, mix = eigh(zero)
    basis = np.zeros((len(vectors), len(levels)))
    basis[rows] = orthonormal @ mix
    return levels, basis


def conjugate_gradient(apply, rhs, diagonal):
    x = rhs / diagonal
    residual = rhs - apply(x)
    z = residual / diagonal
    direction = z.copy()
    rz = residual @ z
    for _ in range(300):
        if np.linalg.norm(residual) < 1e-10:
            break
        image = apply(direction)
        curvature = direction @ image
        assert curvature > 0
        step = rz / curvature
        x += step * direction
        residual -= step * image
        z = residual / diagonal
        new = residual @ z
        direction = z + new / rz * direction
        rz = new
    assert np.linalg.norm(rhs - apply(x)) < 1e-8
    return x


def caspt2(data, ipea, threshold=THRESHOLD):
    """Return second-order energy and squared norm of first-order state."""
    n, dim, fock = data['n'], data['dim'], data['fock']
    d = np.diag(data['density'])
    fv = np.diag(fock)[n:]
    nv = len(fv)
    e0 = np.diag(fock)[:n] @ d
    shift = 0.5 * ipea * ((2-d)[:, None, None] + d[None, :, None]
                          + (2-d)[None, None, :]).ravel()
    level1, basis1 = contracted_basis(
        data['single'], np.tile(data['det_fock'], 2), shift, threshold)
    rhs = [data['eta'].T @ basis1]
    diagonal = [fv[:, None] + level1 - e0]
    couplings, signs = [], [1, -1]
    pair = data['pair'].reshape(4*dim, n, n)
    for sign in signs:
        t, u = np.tril_indices(n, 0 if sign == 1 else -1)
        vectors = pair[:, t, u] + sign * pair[:, u, t]
        shift = 0.5 * ipea * (4 - d[t] - d[u])
        levels, basis = contracted_basis(
            vectors, np.tile(data['det_fock'], 4), shift, threshold)
        k = len(levels)
        rhs.append((data['zeta'].T @ basis).reshape(nv, nv, k) / np.sqrt(2))
        diagonal.append(fv[:, None, None] + fv[None, :, None] + levels - e0)
        parts = basis.reshape(2, 2, dim, k)
        overlap = []
        for w in range(n):
            left = np.vstack([sum(data['ann'][r][w].T @ parts[s, r]
                                  for r in range(2)) for s in range(2)])
            overlap.append(left.T @ basis1)
        couplings.append(np.einsum('bw,wkm->bkm', fock[n:, :n],
                                   np.array(overlap)))
    shapes = [x.shape for x in rhs]
    cuts = np.cumsum([x.size for x in rhs])[:-1]
    flat_diag = np.concatenate([x.ravel() for x in diagonal])
    assert flat_diag.min() > 0

    def apply(flat):
        c = [x.reshape(s) for x, s in zip(np.split(flat, cuts), shapes)]
        out = [diagonal[i] * c[i] for i in range(3)]
        for i, (sign, g) in enumerate(zip(signs, couplings), 1):
            k, m = g.shape[1:]
            raised = (c[0] @ g.reshape(-1, m).T).reshape(nv, nv, k)
            out[i] += (raised + sign*raised.transpose(1, 0, 2)) / np.sqrt(2)
            out[0] += np.sqrt(2) * c[i].reshape(nv, -1) @ g.reshape(-1, m)
        return np.concatenate([x.ravel() for x in out])

    source = np.concatenate([x.ravel() for x in rhs])
    amplitude = conjugate_gradient(apply, -source, flat_diag)
    return source @ amplitude, amplitude @ amplitude


def nevpt2(data):
    n, dim = data['n'], data['dim']
    fv = np.diag(data['fock'])[n:]
    energies = []
    for vectors, blocks, virtual, factor in [
            (data['eta'], 2, fv, 1.0),
            (data['zeta'], 4, (fv[:, None]+fv[None, :]).ravel(), 0.5)]:
        norm = np.sum(vectors**2, axis=0)
        mean = np.zeros_like(norm)
        for part in vectors.reshape(blocks, dim, -1):
            mean += np.sum(part * (data['ham'] @ part), axis=0)
        good = norm > 1e-14
        gap = virtual[good] + mean[good]/norm[good] - data['energy']
        energies.append(-factor * np.sum(norm[good] / gap))
    return np.array(energies)


def literal_caspt2(h, eri, fock, n, nelec, ipea):
    """Build all contracted excitations literally in the full Fock space."""
    norb = len(h)
    ann = annihilators(norb)
    exc = excitations(ann)
    ham = hamiltonian(h, eri, exc)
    _, psi = reference_state(ham, occupations(ann), nelec, n_act=n)
    d = np.array([psi @ (exc[t][t] @ psi) for t in range(n)])
    one_body = sum(fock[p, q] * exc[p][q]
                   for p in range(norb) for q in range(norb))
    groups = []
    for a in range(n, norb):
        groups.append([(exc[a][t] @ (exc[u][v] @ psi), 4-d[t]-d[v]+d[u])
                       for t in range(n) for u in range(n) for v in range(n)])
        for b in range(n, a + 1):
            for sign in ([1] if a == b else [1, -1]):
                groups.append([
                    (exc[a][t] @ (exc[b][u] @ psi)
                     + sign * exc[a][u] @ (exc[b][t] @ psi), 4-d[t]-d[u])
                    for t in range(n) for u in range(t + 1)
                    if sign == 1 or u != t])
    bases, shifts = [], []
    for group in groups:
        group = [(v/np.linalg.norm(v), s) for v, s in group
                 if np.linalg.norm(v) > 1e-10]
        vectors = np.column_stack([v for v, s in group])
        values, rotation = np.linalg.eigh(vectors.T @ vectors)
        good = values > THRESHOLD
        x = rotation[:, good] / np.sqrt(values[good])
        bases.append(vectors @ x)
        shifts.append(x.T @ np.diag([0.5*ipea*s for v, s in group]) @ x)
    basis = np.hstack(bases)
    e0 = psi @ (one_body @ psi)
    matrix = (basis.T @ (one_body @ basis) - e0*np.eye(basis.shape[1])
              + block_diag(*shifts))
    source = basis.T @ (ham @ psi)
    return -source @ np.linalg.solve(matrix, source)


def test_small_model():
    rng = np.random.default_rng(7)
    n, norb = 3, 5
    noise = rng.normal(size=(norb, norb))
    h0 = np.diag([-3.0, -2.6, -2.2, 0.3, 0.8]) + 0.03*(noise + noise.T)
    factors = rng.normal(size=(5, norb, norb))
    factors = 0.05 * (factors + factors.transpose(0, 2, 1))
    factors = np.concatenate([0.6*np.eye(norb)[None], factors])
    eri0 = np.einsum('xpq,xrs->pqrs', factors, factors)
    ann = annihilators(n)
    exc = excitations(ann)
    worst = 0.0
    for nelec in [(2, 2), (3, 1)]:
        ham = hamiltonian(h0[:n, :n], eri0[:n, :n, :n, :n], exc)
        _, psi = reference_state(ham, occupations(ann), nelec)
        h, eri, fock = pseudocanonical(h0, eri0, density_matrix(psi, exc))
        data = prepare(h, eri, fock, n, nelec, ann, exc)
        for ipea in [0.0, 0.25]:
            fast = caspt2(data, ipea)[0]
            literal = literal_caspt2(h, eri, fock, n, nelec, ipea)
            worst = max(worst, abs(fast - literal))
    assert worst < 1e-8
    return worst


def methylene(bond, angle, spin, ann, exc):
    half = np.deg2rad(angle) / 2
    y, z = bond*np.sin(half), bond*np.cos(half)
    mol = gto.M(atom=[['C', (0, 0, 0)], ['H', (0, y, z)], ['H', (0, -y, z)]],
                basis='6-31g*', spin=spin, symmetry='C2v', verbose=0)
    mf = scf.ROHF(mol) if spin else scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    # The out-of-plane B species has fewer functions than the in-plane one.
    species = sorted((orb.shape[1], ident) for name, ident, orb in
                     zip(mol.irrep_name, mol.irrep_id, mol.symm_orb)
                     if name.startswith('B'))
    outside, inside = species[0][1], species[1][1]
    mo = np.array(mf.mo_coeff)
    labels = np.array(symm.label_orb_symm(
        mol, mol.irrep_id, mol.symm_orb, mo))
    a1 = np.flatnonzero(labels == 0)
    active = (list(a1[1:4]) + list(np.flatnonzero(labels == inside)[:2])
              + list(np.flatnonzero(labels == outside)[:1]))
    first = [a1[0]] + active
    order = first + [i for i in range(mo.shape[1]) if i not in first]
    wfnsym = outside if spin else 0
    mc = mcscf.CASSCF(mf, 6, 6)
    mc.fcisolver.wfnsym = wfnsym
    mc.conv_tol = 1e-9
    mc.kernel(mo[:, order])
    assert mc.converged
    nval = mo.shape[1] - 1
    full = mcscf.CASCI(mf, nval, 6)
    full.fcisolver.wfnsym = wfnsym
    full.canonicalization = False
    h, core_energy = full.get_h1eff(mc.mo_coeff)
    eri = ao2mo.restore(1, np.asarray(full.get_h2eff(mc.mo_coeff)), nval)
    density = mc.fcisolver.make_rdm1(mc.ci, 6, mc.nelecas)
    h, eri, fock = pseudocanonical(h, eri, density)
    nelec = (3 + spin//2, 3 - spin//2)
    data = prepare(h, eri, fock, 6, nelec, ann, exc,
                   target=mc.e_tot - core_energy)
    assert abs(data['energy'] + core_energy - mc.e_tot) < 1e-7
    full.kernel(mc.mo_coeff)
    assert np.all(full.fcisolver.converged)
    spin_square = full.fcisolver.spin_square(full.ci, nval, nelec)[0]
    assert abs(spin_square - (2.0 if spin else 0.0)) < 1e-4
    assert full.e_tot < mc.e_tot
    scan = {(ipea, cut): caspt2(data, ipea, cut)
            for ipea in [0.0, 0.25] for cut in THRESHOLD_SCAN}
    for ipea in [0.0, 0.25]:
        nested = [scan[ipea, cut][0] for cut in THRESHOLD_SCAN]
        # Larger retained spaces cannot raise E2; allow only for rounding.
        assert np.all(np.diff(nested) < 1e-6)
    for cut in THRESHOLD_SCAN:
        assert scan[0.0, cut][0] < scan[0.25, cut][0] < 0
    pt0, norm0 = scan[0.0, THRESHOLD]
    pt25, norm25 = scan[0.25, THRESHOLD]
    nev_classes = nevpt2(data)
    # PySCF also correlates the core, so compare only the core-free classes.
    checker = mrpt.NEVPT(mc)
    output = io.StringIO()
    checker.stdout, checker.verbose = output, 3
    checker.kernel()
    found = dict(re.findall(r'^\s*(Sr|Srs)\s[^\n]*E = *([-+.\deE]+)',
                            output.getvalue(), re.MULTILINE))
    pyscf_classes = np.array([float(found['Sr']), float(found['Srs'])])
    nev_difference = np.max(abs(nev_classes - pyscf_classes))
    assert nev_difference < 5e-6
    energies = {'CASSCF': mc.e_tot,
                'CASPT2 IPEA 0': mc.e_tot + pt0,
                'CASPT2 IPEA 0.25': mc.e_tot + pt25,
                'SC-NEVPT2': mc.e_tot + nev_classes.sum(),
                'Full CI': full.e_tot}
    return dict(energies=energies, occupation=np.diag(data['density']),
                denominators=(-pt0/norm0, -pt25/norm25), norb=nval,
                scan=scan, nev_difference=nev_difference)


model_difference = test_small_model()
active_ann = annihilators(6)
active_exc = excitations(active_ann)
geometry = {'triplet': (1.08, 133.0, 2), 'singlet': (1.11, 102.0, 0)}
states = {name: methylene(*values, active_ann, active_exc)
          for name, values in geometry.items()}
to_kj = (constants.physical_constants['Hartree energy'][0]
         * constants.N_A / 1000)
to_ev = constants.physical_constants['Hartree energy in eV'][0]

print('Basis 6-31G(d), spherical; active space 6 electrons in 6 orbitals')
print(f"Correlated orbitals in full CI: {states['singlet']['norb']}")
print(f'Conversion: 1 hartree = {to_kj:.4f} kJ/mol')
print(f'Main CASPT2 dependence threshold: {THRESHOLD:.0e}')
for name, state in states.items():
    bond, angle, _ = geometry[name]
    energies = state['energies']
    print(f'{name}: bond {bond:.2f} angstrom, angle {angle:.1f} degrees')
    print('  active occupations:', ' '.join(
        f'{x:.4f}' for x in state['occupation']))
    for method, energy in energies.items():
        print(f'  {method} energy: {energy:.6f} hartree')
    correlation = energies['Full CI'] - energies['CASSCF']
    print(f'  full CI minus CASSCF: {correlation:.6f} hartree')
    for method in list(energies)[1:4]:
        second = energies[method] - energies['CASSCF']
        print(f'  {method} E2: {second:.6f} hartree; '
              f'recovered {100*second/correlation:.2f} percent')
    for ipea, value in zip([0.0, 0.25], state['denominators']):
        print(f'  mean denominator, IPEA {ipea:.2f}: {value:.4f} hartree')
    change = (energies['CASPT2 IPEA 0.25'] - energies['CASPT2 IPEA 0'])*to_kj
    print(f'  energy rise from IPEA: {change:.3f} kJ/mol')

gaps = {method: states['singlet']['energies'][method]
        - states['triplet']['energies'][method]
        for method in states['singlet']['energies']}
errors = {method: (gap - gaps['Full CI'])*to_kj
          for method, gap in gaps.items() if method != 'Full CI'}
print(f"Full CI gap: {gaps['Full CI']*to_kj:.3f} kJ/mol "
      f"= {gaps['Full CI']*to_ev:.4f} eV")
for rank, method in enumerate(sorted(errors, key=lambda x: abs(errors[x])), 1):
    print(f'Rank {rank}: {method}, gap {gaps[method]*to_kj:.3f} kJ/mol, '
          f'error {errors[method]:+.3f} kJ/mol')
for method in errors:
    parts = [(states[s]['energies'][method]
              - states[s]['energies']['Full CI'])*to_kj
             for s in ['singlet', 'triplet']]
    print(f'{method} state errors: singlet {parts[0]:.3f}, '
          f'triplet {parts[1]:.3f} kJ/mol')
for cut in THRESHOLD_SCAN:
    trial = dict(errors)
    for ipea, method in [(0.0, 'CASPT2 IPEA 0'),
                         (0.25, 'CASPT2 IPEA 0.25')]:
        second = [states[s]['scan'][ipea, cut][0]
                  for s in ['singlet', 'triplet']]
        trial[method] = (gaps['CASSCF'] + second[0] - second[1]
                         - gaps['Full CI'])*to_kj
        print(f'Threshold {cut:.0e}, IPEA {ipea:.2f}: E2 singlet '
              f'{second[0]:.6f}, triplet {second[1]:.6f} hartree; '
              f'gap error {trial[method]:+.3f} kJ/mol')
    ranking = sorted(trial, key=lambda x: abs(trial[x]))
    print(f'Ranking at threshold {cut:.0e}:', ' < '.join(ranking))
print(f'Largest CASPT2 model-test difference: {model_difference:.1e} hartree')
print('Largest NEVPT2 class difference: '
      f"{max(s['nev_difference'] for s in states.values()):.1e} hartree")
print('checks complete')
```

Printed output:

```
Basis 6-31G(d), spherical; active space 6 electrons in 6 orbitals
Correlated orbitals in full CI: 17
Conversion: 1 hartree = 2625.4996 kJ/mol
Main CASPT2 dependence threshold: 1e-08
triplet: bond 1.08 angstrom, angle 133.0 degrees
  active occupations: 1.9753 1.9771 1.0044 1.0000 0.0256 0.0176
  CASSCF energy: -38.955178 hartree
  CASPT2 IPEA 0 energy: -39.014965 hartree
  CASPT2 IPEA 0.25 energy: -39.012416 hartree
  SC-NEVPT2 energy: -39.007871 hartree
  Full CI energy: -39.022043 hartree
  full CI minus CASSCF: -0.066865 hartree
  CASPT2 IPEA 0 E2: -0.059787 hartree; recovered 89.41 percent
  CASPT2 IPEA 0.25 E2: -0.057238 hartree; recovered 85.60 percent
  SC-NEVPT2 E2: -0.052692 hartree; recovered 78.80 percent
  mean denominator, IPEA 0.00: 2.8458 hartree
  mean denominator, IPEA 0.25: 3.0073 hartree
  energy rise from IPEA: 6.691 kJ/mol
singlet: bond 1.11 angstrom, angle 102.0 degrees
  active occupations: 1.9752 1.9772 1.9172 0.0870 0.0223 0.0211
  CASSCF energy: -38.932371 hartree
  CASPT2 IPEA 0 energy: -38.986673 hartree
  CASPT2 IPEA 0.25 energy: -38.986107 hartree
  SC-NEVPT2 energy: -38.982440 hartree
  Full CI energy: -38.997670 hartree
  full CI minus CASSCF: -0.065299 hartree
  CASPT2 IPEA 0 E2: -0.054302 hartree; recovered 83.16 percent
  CASPT2 IPEA 0.25 E2: -0.053735 hartree; recovered 82.29 percent
  SC-NEVPT2 E2: -0.050069 hartree; recovered 76.68 percent
  mean denominator, IPEA 0.00: 3.0915 hartree
  mean denominator, IPEA 0.25: 3.1358 hartree
  energy rise from IPEA: 1.488 kJ/mol
Full CI gap: 63.991 kJ/mol = 0.6632 eV
Rank 1: SC-NEVPT2, gap 66.767 kJ/mol, error +2.776 kJ/mol
Rank 2: CASSCF, gap 59.879 kJ/mol, error -4.111 kJ/mol
Rank 3: CASPT2 IPEA 0.25, gap 69.076 kJ/mol, error +5.085 kJ/mol
Rank 4: CASPT2 IPEA 0, gap 74.279 kJ/mol, error +10.289 kJ/mol
CASSCF state errors: singlet 171.442, triplet 175.553 kJ/mol
CASPT2 IPEA 0 state errors: singlet 28.871, triplet 18.583 kJ/mol
CASPT2 IPEA 0.25 state errors: singlet 30.359, triplet 25.274 kJ/mol
SC-NEVPT2 state errors: singlet 39.985, triplet 37.209 kJ/mol
Threshold 1e-06, IPEA 0.00: E2 singlet -0.054301, triplet -0.059785 hartree; gap error +10.288 kJ/mol
Threshold 1e-06, IPEA 0.25: E2 singlet -0.053711, triplet -0.057174 hartree; gap error +4.980 kJ/mol
Ranking at threshold 1e-06: SC-NEVPT2 < CASSCF < CASPT2 IPEA 0.25 < CASPT2 IPEA 0
Threshold 1e-08, IPEA 0.00: E2 singlet -0.054302, triplet -0.059787 hartree; gap error +10.289 kJ/mol
Threshold 1e-08, IPEA 0.25: E2 singlet -0.053735, triplet -0.057238 hartree; gap error +5.085 kJ/mol
Ranking at threshold 1e-08: SC-NEVPT2 < CASSCF < CASPT2 IPEA 0.25 < CASPT2 IPEA 0
Threshold 1e-10, IPEA 0.00: E2 singlet -0.054302, triplet -0.059787 hartree; gap error +10.289 kJ/mol
Threshold 1e-10, IPEA 0.25: E2 singlet -0.053735, triplet -0.057238 hartree; gap error +5.085 kJ/mol
Ranking at threshold 1e-10: SC-NEVPT2 < CASSCF < CASPT2 IPEA 0.25 < CASPT2 IPEA 0
Largest CASPT2 model-test difference: 2.6e-14 hartree
Largest NEVPT2 class difference: 1.4e-08 hartree
checks complete
```
